**Interface phonons from a diagonalized lattice model**

The program tests the mode condition \(\epsilon_s(\omega)+\epsilon_{ox}(\omega)=0\) and the coupling \(A|M_q|^2=4\pi/[q(\epsilon_s'+\epsilon_{ox}')]\), where \(A\) is the interface area, \(q\) the in-plane wave number, and primes denote frequency derivatives. It discretizes the lattice polarization and Poisson equation, diagonalizes the resulting oscillators and reads the quantized potential at the interface and at one depth. Assertions compare frequencies, couplings and decay with the formulas for one and two insulator oscillators, a polar semiconductor and two gated films. Further assertions cover the one-oscillator closed forms, the product rule for frequencies, the image-energy shift and a broadened golden-rule integral. The largest relative deviations between lattice and formula are below \(10^{-6}\) for frequency and interface coupling, and about \(2\times10^{-4}\) for the decay of the squared coupling. For the chosen model parameters, the high-permittivity insulator gives an absorption rate about six times that of the low-permittivity one.

## Numerical check

```python
"""Interface phonons and their remote coupling to an electron.
Result under test: eps_s(w) + eps_ox(w) = 0 fixes the mode frequency w, and
A |M_q|^2 = 4 pi / (q d(eps_s + eps_ox)/dw) is its coupling at the interface;
the amplitude decays as exp(-q z) into the semiconductor.
A: interface area, q: in-plane wave number, z: distance from the interface.
A medium is (eps_inf, [(oscillator strength, TO frequency), ...]).
Hartree atomic units are used internally. An ideal gate at oxide thickness t
multiplies eps_ox by coth(q t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

pc = const.physical_constants
HARTREE_MEV = 1000 * pc["Hartree energy in eV"][0]
BOHR_NM = pc["Bohr radius"][0] * 1e9
TIME_S = pc["atomic unit of time"][0]
KB_MEV = 1000 * pc["Boltzmann constant in eV/K"][0]
LIGHT = 1 / const.fine_structure
MEV = 1 / HARTREE_MEV


def eps(w, medium):
    return medium[0] + sum(s * t*t / (t*t - w*w) for s, t in medium[1])


def eps_slope(w, medium):
    return sum(2*w*s*t*t / (t*t - w*w)**2 for s, t in medium[1])


def predicted_modes(q, semi, oxide, gate_factor=1.0):
    """Roots of the dielectric sum and couplings from its slope."""
    def total(w):
        return eps(w, semi) + gate_factor * eps(w, oxide)
    poles = sorted(t for _, t in semi[1] + oxide[1])
    uppers = [p * (1 - 1e-9) for p in poles[1:]] + [20 * poles[-1]]
    freqs = np.array([brentq(total, p * (1 + 1e-9), u, xtol=1e-16)
                      for p, u in zip(poles, uppers)])
    slopes = np.array([eps_slope(w, semi) + gate_factor*eps_slope(w, oxide)
                       for w in freqs])
    return freqs, 4 * np.pi / (q * slopes)


def lattice_modes(q, semi, oxide, qt=8.0, n_ox=160):
    """Diagonalize discretized polarization oscillators with Poisson field.

    Potential vanishes at the gate and deep in the semiconductor.
    Returns frequencies and A|M|^2 at z=0 and at q z=0.5.
    """
    n_semi, q_depth = 160, 8.0
    n = n_ox + n_semi
    h = np.r_[np.full(n_ox, qt/q/n_ox), np.full(n_semi, q_depth/q/n_semi)]
    grad = np.zeros((2*n, n + 1))
    cells = np.arange(n)
    grad[cells, cells] = -1 / h
    grad[cells, cells + 1] = 1 / h
    grad[n + cells, cells] = -q / 2
    grad[n + cells, cells + 1] = -q / 2
    grad = grad[:, 1:-1]
    width = np.r_[h, h]
    in_oxide = np.r_[cells < n_ox, cells < n_ox]
    eps_inf = np.where(in_oxide, oxide[0], semi[0])
    poisson = grad.T @ ((width * eps_inf)[:, None] * grad)
    sources, bare = [], []
    for medium, mask in ((oxide, in_oxide), (semi, ~in_oxide)):
        for strength, w_to in medium[1]:
            weight = np.sqrt(width[mask] * strength) * w_to
            sources.append(grad[mask].T * weight)
            bare.append(np.full(mask.sum(), w_to**2))
    source = np.hstack(sources)
    field = np.linalg.solve(poisson, source)
    dynamical = np.diag(np.concatenate(bare)) + source.T @ field
    w2, vectors = np.linalg.eigh((dynamical + dynamical.T) / 2)
    freqs = np.sqrt(w2)
    potential = np.sqrt(4 * np.pi) * field @ vectors
    coupling = potential**2 / (2 * freqs)
    at_face = coupling[n_ox - 1]
    at_depth = coupling[n_ox - 1 + 10]
    keep = at_face > 1e-6 * at_face.max()
    return freqs[keep], at_face[keep], at_depth[keep]


semi = (12.0, [])
high = (5.0, [(15.0, 40 * MEV)])
low = (2.5, [(1.5, 60 * MEV)])
double = (5.0, [(12.0, 15 * MEV), (3.0, 50 * MEV)])
polar = (10.0, [(2.0, 30 * MEV)])
q_ref = 0.5 * BOHR_NM

# Quantized lattice modes against the dielectric-sum formulas.
cases = [("high", semi, high, 8.0), ("low", semi, low, 8.0),
         ("double", semi, double, 8.0), ("polar", polar, high, 8.0),
         ("gate1", semi, high, 1.0), ("gate01", semi, high, 0.1)]
formula, lattice = {}, {}
worst_freq = worst_coupling = worst_decay = 0.0
for name, sem, oxide, qt in cases:
    factor = 1.0 if qt == 8.0 else 1 / np.tanh(qt)
    formula[name] = predicted_modes(q_ref, sem, oxide, factor)
    lattice[name] = lattice_modes(q_ref, sem, oxide, qt)
    w, c = formula[name]
    wl, cl, cd = lattice[name]
    assert len(wl) == len(w)
    worst_freq = max(worst_freq, np.max(abs(wl/w - 1)))
    worst_coupling = max(worst_coupling, np.max(abs(cl/c - 1)))
    worst_decay = max(worst_decay, np.max(abs(cd/cl/np.exp(-1) - 1)))
# Tolerances cover the second-order mesh error and finite layer depth.
assert worst_freq < 1e-4
assert worst_coupling < 1e-3
assert worst_decay < 1e-3


def closed_form(medium, q):
    e_inf, ((strength, w_to),) = medium
    e_0 = e_inf + strength
    w = w_to * np.sqrt((e_0 + semi[0]) / (e_inf + semi[0]))
    factor = 1/(semi[0] + e_inf) - 1/(semi[0] + e_0)
    return w, factor, 2 * np.pi * w * factor / q


# One-oscillator closed forms against the diagonalized lattice.
for name, medium in (("high", high), ("low", low)):
    w, _, c = closed_form(medium, q_ref)
    assert abs(w / lattice[name][0][0] - 1) < 1e-4
    assert abs(c / lattice[name][1][0] - 1) < 1e-3

# Product rule for the two-oscillator insulator.
w_double, c_double = formula["double"]
product = np.prod(lattice["double"][0]**2)
product /= np.prod([t*t for _, t in double[1]])
e0_double = eps(0.0, double)
product_rule = (e0_double + semi[0]) / (double[0] + semi[0])
assert abs(product / product_rule - 1) < 3e-4

# Second-order energy of a fixed charge against classical image energies.
z_charge = 1 / BOHR_NM


def phonon_energy_density(q):
    return sum(c*q_ref/(2*np.pi*w) * np.exp(-2*q*z_charge)
               for w, c in zip(w_double, c_double))


def image_energy(e_ox):
    image_charge = (semi[0] - e_ox) / (semi[0] + e_ox)
    return image_charge / (4 * semi[0] * z_charge)


shift = -quad(phonon_energy_density, 0, 2, epsabs=1e-13, limit=200)[0]
image_shift = image_energy(e0_double) - image_energy(double[0])
assert abs(shift / image_shift - 1) < 1e-6

# Absorption by an electron at rest: formula against a golden-rule integral.
mass, depth, temperature = 0.2, 1 / BOHR_NM, 300.0


def absorption(medium):
    w = closed_form(medium, 1.0)[0]
    q0 = np.sqrt(2 * mass * w)
    occupation = 1 / np.expm1(w * HARTREE_MEV / (KB_MEV * temperature))
    coupling = closed_form(medium, q0)[2]
    rate = mass * occupation * coupling * np.exp(-2 * q0 * depth)
    sigma = 0.005 * w
    q = np.linspace(np.sqrt(2*mass*(w - 8*sigma)),
                    np.sqrt(2*mass*(w + 8*sigma)), 4001)
    delta = np.exp(-0.5 * ((q*q/(2*mass) - w)/sigma)**2)
    delta /= sigma * np.sqrt(2 * np.pi)
    integrand = q * closed_form(medium, q)[2] * np.exp(-2*q*depth) * delta
    integral = np.sum((integrand[1:] + integrand[:-1]) * np.diff(q)) / 2
    direct = occupation * integral
    # The finite Gaussian width leaves an error of order (sigma/w)^2.
    assert abs(direct / rate - 1) < 1e-3
    return q0, occupation, coupling, rate, direct


print(f"semiconductor permittivity = {semi[0]:.1f}")
print(f"reference q = {q_ref/BOHR_NM:.3f} 1/nm = {q_ref:.5f} 1/bohr")
print(f"mass = {mass:.2f} m_e; depth = {depth*BOHR_NM:.2f} nm")
print(f"depth = {depth:.4f} bohr; temperature = {temperature:.0f} K")
rates = {}
for name, medium in (("high", high), ("low", low)):
    w, factor, c = closed_form(medium, q_ref)
    q0, occupation, c0, rate, direct = absorption(medium)
    rates[name] = rate
    assert q0 * LIGHT / w > 100
    e0 = eps(0.0, medium)
    w_to = medium[1][0][1]
    w_lo = w_to * np.sqrt(e0 / medium[0])
    assert w_to < w < w_lo
    print(f"{name}: eps_inf = {medium[0]:.2f}, eps_0 = {e0:.2f}")
    print(f"{name}: TO = {w_to*HARTREE_MEV:.3f} meV, "
          f"LO = {w_lo*HARTREE_MEV:.3f} meV")
    print(f"{name}: SO = {w*HARTREE_MEV:.4f} meV = {w:.7f} Hartree")
    print(f"{name}: F = {factor:.7f}")
    print(f"{name}: A|M|^2 at reference q = {c:.7f} Ha^2 bohr^2")
    print(f"{name}: same = {c*(HARTREE_MEV/1000*BOHR_NM)**2:.7f} eV^2 nm^2")
    print(f"{name}: q0 = {q0:.6f} 1/bohr = {q0/BOHR_NM:.5f} 1/nm")
    print(f"{name}: phonon occupation = {occupation:.6f}")
    print(f"{name}: A|M|^2 at q0 = {c0:.7f} Ha^2 bohr^2")
    print(f"{name}: exp(-2 q0 d) = {np.exp(-2*q0*depth):.6f}")
    print(f"{name}: absorption rate = {rate/TIME_S:.5e} 1/s")
    print(f"{name}: broadened integral = {direct/TIME_S:.5e} 1/s")
    print(f"{name}: q0 c / SO frequency = {q0*LIGHT/w:.1f}")
c_high, c_low = formula["high"][1][0], formula["low"][1][0]
print(f"high/low coupling ratio at reference q = {c_high/c_low:.4f}")
print(f"high/low absorption-rate ratio = {rates['high']/rates['low']:.4f}")
for name, qt in (("gate1", 1.0), ("gate01", 0.1)):
    w, c = formula[name]
    print(f"gate qt = {qt:.1f}: SO = {w[0]*HARTREE_MEV:.4f} meV, "
          f"coupling/thick = {c[0]/c_high:.5f}")
print(f"double: eps_inf = {double[0]:.1f}, eps_0 = {e0_double:.1f}")
for strength, w_to in double[1]:
    print(f"double: strength = {strength:.1f}, "
          f"TO = {w_to*HARTREE_MEV:.2f} meV")
for w, c in zip(w_double, c_double):
    print(f"double: SO = {w*HARTREE_MEV:.4f} meV, "
          f"A|M|^2 = {c:.7f} Ha^2 bohr^2")
print(f"double: lattice product = {product:.6f}, rule = {product_rule:.6f}")
print(f"double: phonon shift at 1 nm = {shift*HARTREE_MEV:.5f} meV")
print(f"double: image shift at 1 nm = {image_shift*HARTREE_MEV:.5f} meV")
print(f"polar: eps_inf = {polar[0]:.1f}, strength = {polar[1][0][0]:.1f}, "
      f"TO = {polar[1][0][1]*HARTREE_MEV:.1f} meV")
for w, c in zip(*formula["polar"]):
    print(f"polar/high: SO = {w*HARTREE_MEV:.4f} meV, "
          f"A|M|^2 = {c:.7f} Ha^2 bohr^2")
print(f"largest relative frequency error = {worst_freq:.2e}")
print(f"largest relative coupling error = {worst_coupling:.2e}")
print(f"largest relative decay error = {worst_decay:.2e}")
print("done: every assertion held")
```

Running it gives:

```
semiconductor permittivity = 12.0
reference q = 0.500 1/nm = 0.02646 1/bohr
mass = 0.20 m_e; depth = 1.00 nm
depth = 18.8973 bohr; temperature = 300 K
high: eps_inf = 5.00, eps_0 = 20.00
high: TO = 40.000 meV, LO = 80.000 meV
high: SO = 54.8795 meV = 0.0020168 Hartree
high: F = 0.0275735
high: A|M|^2 at reference q = 0.0132057 Ha^2 bohr^2
high: same = 0.0273820 eV^2 nm^2
high: q0 = 0.028403 1/bohr = 0.53673 1/nm
high: phonon occupation = 0.135966
high: A|M|^2 at q0 = 0.0123019 Ha^2 bohr^2
high: exp(-2 q0 d) = 0.341821
high: absorption rate = 4.72733e+12 1/s
high: broadened integral = 4.72744e+12 1/s
high: q0 c / SO frequency = 1929.9
low: eps_inf = 2.50, eps_0 = 4.00
low: TO = 60.000 meV, LO = 75.895 meV
low: SO = 63.0271 meV = 0.0023162 Hartree
low: F = 0.0064655
low: A|M|^2 at reference q = 0.0035562 Ha^2 bohr^2
low: same = 0.0073738 eV^2 nm^2
low: q0 = 0.030438 1/bohr = 0.57520 1/nm
low: phonon occupation = 0.095693
low: A|M|^2 at q0 = 0.0030913 Ha^2 bohr^2
low: exp(-2 q0 d) = 0.316512
low: absorption rate = 7.74152e+11 1/s
low: broadened integral = 7.74171e+11 1/s
low: q0 c / SO frequency = 1800.8
high/low coupling ratio at reference q = 3.7134
high/low absorption-rate ratio = 6.1065
gate qt = 1.0: SO = 57.4231 meV, coupling/thick = 1.05220
gate qt = 0.1: SO = 73.9828 meV, coupling/thick = 0.55656
double: eps_inf = 5.0, eps_0 = 20.0
double: strength = 12.0, TO = 15.00 meV
double: strength = 3.0, TO = 50.00 meV
double: SO = 18.8868 meV, A|M|^2 = 0.0029380 Ha^2 bohr^2
double: SO = 54.4820 meV, A|M|^2 = 0.0046349 Ha^2 bohr^2
double: lattice product = 1.882353, rule = 1.882353
double: phonon shift at 1 nm = -19.85245 meV
double: image shift at 1 nm = -19.85245 meV
polar: eps_inf = 10.0, strength = 2.0, TO = 30.0 meV
polar/high: SO = 30.5814 meV, A|M|^2 = 0.0001896 Ha^2 bohr^2
polar/high: SO = 57.3130 meV, A|M|^2 = 0.0173588 Ha^2 bohr^2
largest relative frequency error = 3.36e-07
largest relative coupling error = 4.80e-07
largest relative decay error = 2.09e-04
done: every assertion held
```
